# Copper area left in a trench with a three-sided liner: a numerical check

```python
# Result under test: a square trench 20 nm wide with a 2 nm liner on its floor
# and both side walls keeps the area fraction (1-2t/W)(1-t/H) = 0.72 for copper.
# W, H: trench width and depth; t: liner thickness (all in nm).
# Also sized: wall lean, thicker liner, electron scattering at walls and grain
# boundaries, current in the liner, and warming. Resistivities are in uOhm cm.
# Material parameters are rough typical values, not measured results.
import numpy as np
from scipy.integrate import quad


def copper_fraction(width, depth, liner):
    return (1 - 2 * liner / width) * (1 - liner / depth)


def leaning_fraction(width, depth, liner, lean):
    inner = depth - liner
    copper = inner * (width - inner * np.tan(lean) - 2 * liner / np.cos(lean))
    return copper / (depth * (width - depth * np.tan(lean)))


def segment_distance(x, y, start, end):
    dx, dy = end[0] - start[0], end[1] - start[1]
    along = ((x - start[0]) * dx + (y - start[1]) * dy) / (dx**2 + dy**2)
    along = np.clip(along, 0, 1)
    return np.hypot(x - start[0] - along * dx, y - start[1] - along * dy)


def count_areas(width, depth, liner, lean=0.0, cells=1000):
    """Areas of trench, copper and doubly covered corners, by counting cells."""
    x = ((np.arange(cells) + 0.5) * width / cells)[:, None]
    y = ((np.arange(cells) + 0.5) * depth / cells)[None, :]
    shift = depth * np.tan(lean)
    left = segment_distance(x, y, (shift, 0), (0, depth))
    right = segment_distance(x, y, (width - shift, 0), (width, depth))
    floor = segment_distance(x, y, (shift, 0), (width - shift, 0))
    edge = (depth - y) * np.tan(lean)
    inside = (x > edge) & (x < width - edge)
    side = np.minimum(left, right)
    copper = inside & (side > liner) & (floor > liner)
    corners = inside & (side < liner) & (floor < liner)
    cell_area = width * depth / cells**2
    return [np.count_nonzero(m) * cell_area for m in (inside, copper, corners)]


def conductivity_ratio(a, b, path, spacing, reflection):
    """Wire over bulk conductivity: quadrature over direction and path length."""
    node, weight = np.polynomial.legendre.leggauss(60)
    node, weight = (node + 1) / 2, weight / 2
    theta = (node * np.pi / 2)[:, None, None]
    w_theta = (weight * np.pi / 2)[:, None, None]
    split = np.arctan2(b, a)
    phi = np.concatenate([node * split, split + node * (np.pi / 2 - split)])
    w_phi = np.concatenate([weight * split, weight * (np.pi / 2 - split)])
    phi, w_phi = phi[None, :, None], w_phi[None, :, None]
    u = np.cos(theta)
    p = np.sin(theta) * np.cos(phi) / a
    q = np.sin(theta) * np.sin(phi) / b
    rate = 1 / path + 2 * reflection * u / spacing
    limit = np.minimum(1 / np.maximum(p, q), 40 / rate)
    s = limit * node[None, None, :]
    alive = np.exp(-rate * s) * (1 - p * s) * (1 - q * s)
    total = np.sum(w_theta * w_phi * weight[None, None, :] * limit
                   * np.sin(theta) * u**2 * alive)
    return 3 / path * total * 2 / np.pi


def simulated_ratio(a, b, path, spacing, reflection, rng, number=400000):
    """The same ratio from explicit random flights; returns mean and error."""
    x, y = rng.uniform(0, a, number), rng.uniform(0, b, number)
    u = rng.uniform(-1, 1, number)
    phi = rng.uniform(0, 2 * np.pi, number)
    nx = np.sqrt(1 - u**2) * np.cos(phi)
    ny = np.sqrt(1 - u**2) * np.sin(phi)
    wall = np.minimum(np.where(nx > 0, a - x, x) / np.abs(nx),
                      np.where(ny > 0, b - y, y) / np.abs(ny))
    left = np.minimum(rng.exponential(path, number), wall) * np.abs(u)
    sign, position = np.sign(u), np.zeros(number)
    while np.any(left > 0):
        step = np.minimum(rng.exponential(spacing, number), left)
        position += sign * step
        left -= step
        sign = np.where(rng.random(number) < reflection, -sign, sign)
    sample = 3 * u * position / path
    return sample.mean(), sample.std() / np.sqrt(number)


W = H = 20.0
t = 2.0
thick_liner = 2.5
small = 10.0
lean = np.radians(2.0)
rho_bulk, rho_liner = 1.7, 200.0
path, spacing, reflection = 40.0, 20.0, 0.3
temp_coefficient, warming = 0.004, 80.0

# Areas: formula against cell counting
a, b = W - 2 * t, H - t
trench_area, copper_area = W * H, a * b
liner_area = trench_area - copper_area
fraction = copper_fraction(W, H, t)
counted_trench, counted_copper, counted_corners = count_areas(W, H, t)
assert abs(counted_copper - copper_area) < 1e-6
assert abs(counted_copper / counted_trench - fraction) < 1e-9
assert abs(fraction - 0.72) < 1e-12
strips = (W + 2 * H) * t
assert abs(strips - counted_corners - (counted_trench - counted_copper)) < 1e-6
for size, liner in ((small, t), (W, thick_liner)):
    whole, metal, _ = count_areas(size, size, liner)
    assert abs(metal / whole - copper_fraction(size, size, liner)) < 1e-9
f_lean = leaning_fraction(W, H, t, lean)
whole, metal, _ = count_areas(W, H, t, lean)
assert abs(metal / whole - f_lean) < 2e-4  # finite cell size

# Scattering: quadrature against random flights and a one-dimensional integral
both = conductivity_ratio(a, b, path, spacing, reflection)
walls_only = conductivity_ratio(a, b, path, spacing, 0.0)
grains_only = conductivity_ratio(1e9, 1e9, path, spacing, reflection)
rng = np.random.default_rng(7)
sim_both, err_both = simulated_ratio(a, b, path, spacing, reflection, rng)
sim_walls, err_walls = simulated_ratio(a, b, path, spacing, 0.0, rng)
assert abs(sim_both - both) < 5 * err_both  # five standard errors
assert abs(sim_walls - walls_only) < 5 * err_walls
beta = 2 * reflection * path / spacing
direct = quad(lambda u: 3 * u**2 / (1 + beta * u), 0, 1)[0]
assert abs(grains_only - direct) < 1e-6

# Resistance per length: 1 uOhm cm / nm^2 = 1e4 Ohm/um
unit = 1e-8 / 1e-18 * 1e-6
r_bulk_unlined = unit * rho_bulk / trench_area
r_bulk_lined = unit * rho_bulk / copper_area
rho_lined = rho_bulk / both
rho_unlined = rho_bulk / conductivity_ratio(W, H, path, spacing, reflection)
r_lined = unit * rho_lined / copper_area
r_unlined = unit * rho_unlined / trench_area
assert r_lined / r_unlined > 1 / fraction

# Share of current in the liner: parallel conductors against a cell sum
share = 1 / (1 + copper_area * rho_liner / (liner_area * rho_lined))
cell_liner = (counted_trench - counted_copper) / rho_liner
cell_total = cell_liner + counted_copper / rho_lined
assert abs(share - cell_liner / cell_total) < 1e-9

# Warming: bulk resistivity rises, mean free path falls by the same factor
heat = 1 + temp_coefficient * warming
hot_ratio = conductivity_ratio(a, b, path / heat, spacing, reflection)
r_hot = unit * rho_bulk * heat / hot_ratio / copper_area
assert 1 < r_hot / r_lined < heat

print(f"Trench width and depth: {W:.0f} nm, {H:.0f} nm")
print(f"Liner thickness: {t:.1f} nm")
print(f"Copper width and height: {a:.0f} nm, {b:.0f} nm")
print(f"Trench area: {trench_area:.0f} nm^2")
print(f"Copper area: {copper_area:.0f} nm^2")
print(f"Copper area by cell counting: {counted_copper:.3f} nm^2")
print(f"Liner area: {liner_area:.0f} nm^2")
print(f"Three full strips: {strips:.0f} nm^2")
print(f"Corners counted twice: {counted_corners:.3f} nm^2")
print(f"Copper fraction: {100 * fraction:.2f} percent")
print(f"Wrong fraction if overlap is forgotten: "
      f"{100 * (1 - strips / trench_area):.2f} percent")
print(f"Copper fraction, {small:.0f} nm square trench, same liner: "
      f"{100 * copper_fraction(small, small, t):.2f} percent")
print(f"Copper fraction, {thick_liner:.1f} nm liner: "
      f"{100 * copper_fraction(W, H, thick_liner):.2f} percent")
print(f"Wall lean: {np.degrees(lean):.1f} degrees")
print(f"Copper fraction with leaning walls: {100 * f_lean:.2f} percent")
print(f"Bulk copper resistivity (rough input): {rho_bulk:.1f} uOhm cm")
print(f"Liner resistivity (rough input): {rho_liner:.0f} uOhm cm")
print(f"Bulk mean free path (rough input): {path:.0f} nm")
print(f"Grain boundary spacing (rough input): {spacing:.0f} nm")
print(f"Boundary reflection probability (rough input): {reflection:.1f}")
print(f"Resistance, unlined, bulk resistivity: {r_bulk_unlined:.1f} Ohm/um")
print(f"Resistance, lined, bulk resistivity: {r_bulk_lined:.1f} Ohm/um")
print(f"Resistance ratio from area alone: {1 / fraction:.3f}")
print(f"Resistivity factor, walls only: {1 / walls_only:.2f}")
print(f"Resistivity factor, grain boundaries only: {1 / grains_only:.2f}")
print(f"Resistivity factor, both: {1 / both:.2f}")
print(f"Conductivity ratio, both, quadrature: {both:.4f}")
print(f"Conductivity ratio, both, random flights: "
      f"{sim_both:.4f} +/- {err_both:.4f}")
print(f"Copper resistivity in lined trench: {rho_lined:.2f} uOhm cm")
print(f"Copper resistivity in unlined trench: {rho_unlined:.2f} uOhm cm")
print(f"Resistance, unlined, with scattering: {r_unlined:.1f} Ohm/um")
print(f"Resistance, lined, with scattering: {r_lined:.1f} Ohm/um")
print(f"Resistance ratio with scattering: {r_lined / r_unlined:.3f}")
print(f"Share of current in liner: {100 * share:.2f} percent")
print(f"Temperature coefficient (rough input): {temp_coefficient:.3f} per K")
print(f"Warming: {warming:.0f} K")
print(f"Bulk resistivity rise on warming: {100 * (heat - 1):.1f} percent")
print(f"Lined wire resistance rise on warming: "
      f"{100 * (r_hot / r_lined - 1):.1f} percent")
print("success")
```

Output:

```
Trench width and depth: 20 nm, 20 nm
Liner thickness: 2.0 nm
Copper width and height: 16 nm, 18 nm
Trench area: 400 nm^2
Copper area: 288 nm^2
Copper area by cell counting: 288.000 nm^2
Liner area: 112 nm^2
Three full strips: 120 nm^2
Corners counted twice: 8.000 nm^2
Copper fraction: 72.00 percent
Wrong fraction if overlap is forgotten: 70.00 percent
Copper fraction, 10 nm square trench, same liner: 48.00 percent
Copper fraction, 2.5 nm liner: 65.62 percent
Wall lean: 2.0 degrees
Copper fraction with leaning walls: 71.66 percent
Bulk copper resistivity (rough input): 1.7 uOhm cm
Liner resistivity (rough input): 200 uOhm cm
Bulk mean free path (rough input): 40 nm
Grain boundary spacing (rough input): 20 nm
Boundary reflection probability (rough input): 0.3
Resistance, unlined, bulk resistivity: 42.5 Ohm/um
Resistance, lined, bulk resistivity: 59.0 Ohm/um
Resistance ratio from area alone: 1.389
Resistivity factor, walls only: 3.26
Resistivity factor, grain boundaries only: 1.87
Resistivity factor, both: 4.23
Conductivity ratio, both, quadrature: 0.2363
Conductivity ratio, both, random flights: 0.2361 +/- 0.0008
Copper resistivity in lined trench: 7.19 uOhm cm
Copper resistivity in unlined trench: 6.57 uOhm cm
Resistance, unlined, with scattering: 164.3 Ohm/um
Resistance, lined, with scattering: 249.8 Ohm/um
Resistance ratio with scattering: 1.520
Share of current in liner: 1.38 percent
Temperature coefficient (rough input): 0.004 per K
Warming: 80 K
Bulk resistivity rise on warming: 32.0 percent
Lined wire resistance rise on warming: 7.0 percent
success
```
